# Tip-Sample Energy Dissipation from Amplitude and Phase in Amplitude-Modulated Force Microscopy, part 1

(Sections cited here and not found follow in the second part.)

## 1. Energy balance of the driven lever

**Definitions and conventions.** A force-microscope cantilever is described by one flexural mode with stiffness $k$, resonance angular frequency $\omega_0$ and quality factor $Q$. The coordinate $z(t)$ is the displacement of the tip in the laboratory frame, measured from its rest position in the absence of any tip-sample force, and it is positive away from the sample. If the rest position lies at height $z_c$ above the sample, the instantaneous tip-sample distance is $d=z_c+z$. A negative $d$ means that the tip has indented the surface. The tip-sample force $F_{ts}$ is positive when it pushes the tip away from the sample.

The holder of the lever is shaken with displacement

$$z_d(t)=A_d\cos\omega t,\qquad r=\frac{\omega}{\omega_0},\qquad T=\frac{2\pi}{\omega}. \tag{1}$$

Here $A_d>0$ is the drive amplitude, a length, and $T$ is the period. In amplitude-modulated operation $\omega$ and $A_d$ are fixed, and feedback adjusts $z_c$ until the oscillation amplitude has a chosen value. The phase is then recorded as a second signal.

In the steady state the motion is assumed to repeat with the drive period. It can be written as

$$z(t)=z_0+\sum_{n\ge1}A_n\cos(n\omega t-\varphi_n),\qquad A\equiv A_1,\quad \varphi\equiv\varphi_1. \tag{2}$$

The measured amplitude and phase are $A$ and $\varphi$. With this sign choice $\varphi$ is a lag: if the harmonics are ignored, the tip reaches its highest point a time $\varphi/\omega$ after the holder does. The offset $z_0$ is the mean deflection, and the terms with $n\ge2$ are harmonics produced by the nonlinear force.

The quantity sought is the energy that leaves the lever through the tip-sample force in one period,

$$E=-\oint F_{ts}\,\dot z\,dt. \tag{3}$$

The integral without its minus sign is the work done by the force on the tip, so a positive $E$ is a loss for the lever. If the sample returns to the same state after every period, nothing can accumulate in it and all of $E$ is dissipated. If each tap changes the sample permanently, part of $E$ may remain stored there. Definition (3) does not presuppose a force law. The force may depend on distance, on velocity, or on the history of the contact.

**Equation of motion.** The effective mass of the mode is $m=k/\omega_0^2$. The surrounding medium is assumed to exert a viscous force $-\gamma\dot z$ with constant $\gamma$. For a free mode $Q=m\omega_0/\gamma$, and therefore

$$\gamma=\frac{m\omega_0}{Q}=\frac{k}{\omega_0Q}. \tag{4}$$

The spring force depends on the displacement of the tip relative to the holder and equals $-k(z-z_d)$. Newton's law reads $m\ddot z=-k(z-z_d)-\gamma\dot z+F_{ts}$. Moving the terms in $z$ to the left gives

$$\frac{k}{\omega_0^2}\ddot z+\frac{k}{\omega_0Q}\dot z+kz=kA_d\cos\omega t+F_{ts}. \tag{5}$$

The holder thus acts on the tip as an applied force of amplitude $kA_d$. This treats the lever as a point mass on a spring. In a uniform beam shaken at its clamped end, the distributed mass strengthens the drive of the first mode by a factor of 1.57. For such a lever near a sharp resonance, $A_d$ must be read as an effective drive amplitude, 1.57 times the true holder displacement. In that case the energy formulas calibrated by the free lever below do not require this factor to a good approximation, because it is contained in the measured free amplitude. If the lever is driven by a force of amplitude $F_0$ applied directly to it, with the holder at rest, the same equation holds with $kA_d$ replaced by $F_0$.

**The balance over one period.** Multiply (5) by $\dot z$ and integrate over a period. The first and third terms on the left are total derivatives:

$$\oint\left(\frac{k}{\omega_0^2}\ddot z\dot z+kz\dot z\right)dt=\oint\frac{d}{dt}\left(\frac{k}{2\omega_0^2}\dot z^2+\frac{k}{2}z^2\right)dt=0. \tag{6}$$

The result is zero because $z$ and $\dot z$ return to their starting values. What remains is

$$\frac{k}{\omega_0Q}\oint\dot z^2dt=kA_d\oint\cos\omega t\;\dot z\,dt+\oint F_{ts}\dot z\,dt .$$

The last integral is $-E$ by (3). Hence

$$E=W_d-W_b,\qquad W_d=kA_d\oint\cos\omega t\;\dot z\,dt,\qquad W_b=\frac{k}{\omega_0Q}\oint\dot z^2dt. \tag{7}$$

$W_b$ is the loss to the surrounding medium. $W_d$ is the work supplied by the drive. To see that it is also the work done by the moving holder, note that the holder pushes on the lever with force $k(z_d-z)$ while moving with velocity $\dot z_d$. Its work is $\oint k(z_d-z)\dot z_d\,dt=-k\oint z\dot z_d\,dt$, since $z_d\dot z_d$ is a total derivative. Integration by parts over a full period turns this into $k\oint z_d\dot z\,dt$, which is $W_d$.

**Work of the drive.** Differentiating (2) gives

$$\dot z=-\sum_{n\ge1}n\omega A_n\sin(n\omega t-\varphi_n). \tag{8}$$

Expand the sine as $\sin n\omega t\cos\varphi_n-\cos n\omega t\sin\varphi_n$. Over one period, $\cos\omega t\,\sin n\omega t$ integrates to zero for every $n$, and $\cos\omega t\,\cos n\omega t$ integrates to $T/2$ for $n=1$ and to zero otherwise. Only the fundamental survives, and its two minus signs combine to a plus:

$$W_d=kA_d\,\omega A\sin\varphi\,\frac T2=\pi kA_dA\sin\varphi. \tag{9}$$

The last step uses $\omega T=2\pi$. A sinusoidal drive therefore supplies energy through the fundamental alone, however distorted the tip motion may be. The factor $\sin\varphi$ selects the part of the motion whose velocity is in phase with the driving force.

**Loss to the medium.** In $\oint\dot z^2dt$ the products of different harmonics integrate to zero, and each squared sine gives $T/2$. With (8),

$$W_b=\frac{k}{\omega_0Q}\sum_{n\ge1}n^2\omega^2A_n^2\,\frac T2=\frac{\pi kr}{Q}\sum_{n\ge1}n^2A_n^2. \tag{10}$$

Here $\omega^2T/2=\pi\omega$ and $\omega/\omega_0=r$ were used. Subtracting (10) from (9) gives the balance within the one-mode model:

$$E=\pi kA_dA\sin\varphi-\frac{\pi kr}{Q}A^2-\frac{\pi kr}{Q}\sum_{n\ge2}n^2A_n^2. \tag{11}$$

The harmonic sum is not available from the amplitude and phase of the fundamental. When it is small compared with $E$, it may be dropped:

$$\boxed{E\simeq\pi kA_dA\sin\varphi-\frac{\pi kr}{Q}A^2.} \tag{12}$$

The omitted term is never positive, so within this model (12) can only overestimate $E$. Comparing the harmonic loss with $W_b$ is not enough to justify the step, because $E$ itself may be a small difference between two large terms.

**Calibration by the free lever.** The drive amplitude need not be measured directly, because the response of the free lever supplies it. With $F_{ts}=0$ the motion is $z=A_f\cos(\omega t-\varphi_f)$. Put $\theta=\omega t-\varphi_f$ and insert this into (5), divided by $k$:

$$(1-r^2)A_f\cos\theta-\frac rQA_f\sin\theta=A_d\left(\cos\theta\cos\varphi_f-\sin\theta\sin\varphi_f\right).$$

The coefficients of $\cos\theta$ and $\sin\theta$ must agree separately:

$$A_d\cos\varphi_f=(1-r^2)A_f,\qquad A_d\sin\varphi_f=\frac{rA_f}{Q}. \tag{13}$$

At $r=1$ the first relation gives $\varphi_f=90^\circ$, and the second gives the free amplitude $A_0=QA_d$. Substituting $A_d=A_0/Q$ into (12) yields the working formula at resonance,

$$E\simeq\frac{\pi kA^2}{Q}\left(\frac{A_0}{A}\sin\varphi-1\right),\qquad r=1. \tag{14}$$

Away from resonance, the second relation in (13) gives $A_d=rA_f/(Q\sin\varphi_f)$, and (12) becomes

$$E\simeq\frac{\pi krA^2}{Q}\left(\frac{A_f\sin\varphi}{A\sin\varphi_f}-1\right). \tag{15}$$

The free amplitude and phase in (15) must be taken at the same drive frequency and drive amplitude as $A$ and $\varphi$. Using the resonant amplitude $A_0$ in place of $A_f/\sin\varphi_f$ would be wrong by the factor $r$, which is a slight error for a small detuning. Omitting $\sin\varphi_f$ is a much larger one when the resonance is sharp and the detuning is comparable with its width: for $Q=400$ and $r=0.999$, $\sin\varphi_f=0.78$.

Some instruments report the shift from the free resonance phase, $\Delta=\varphi-90^\circ$. Then $\sin\varphi=\cos\Delta$, and the sign of $\Delta$ does not affect the energy.

**What conservative forces do.** Suppose that the force depends on distance alone, $F_{ts}=-dU/dd$. Since $\dot d=\dot z$, the integrand in (3) is $\dot U$, and $E=0$ over a closed period. With the harmonic loss neglected, (14) then requires

$$\sin\varphi=\frac{A}{A_0}\qquad(E=0,\ r=1). \tag{16}$$

A phase different from $90^\circ$ is thus no evidence of dissipation. Reducing the amplitude from $A_0$ to $A$ reduces the medium loss in proportion to $A^2$, whereas the drive work contains only one factor of $A$. The phase must move to bring the two back into balance. If feedback holds $A$ constant over a surface on which the forces are conservative, $\sin\varphi$ is constant too, whatever the stiffness of the surface. Equation (16) has two solutions, which lie symmetrically about $90^\circ$. If the forces allow both at the chosen amplitude, the phase can still jump between them. An image made at constant amplitude can then show strong phase contrast with no dissipation in the sample.

**The side on which the phase lies.** A second average distinguishes the two solutions. Denote the average over a period by $\langle\cdots\rangle$ and multiply (5) by $z$. Integration by parts gives $\langle z\ddot z\rangle=-\langle\dot z^2\rangle$, while $\langle z\dot z\rangle=0$. From (2) and (8),

$$\langle z^2\rangle=z_0^2+\frac12\sum_{n\ge1}A_n^2,\qquad\langle\dot z^2\rangle=\frac{\omega^2}{2}\sum_{n\ge1}n^2A_n^2,\qquad\langle z\cos\omega t\rangle=\frac A2\cos\varphi .$$

Collecting the terms and solving for the force average gives

$$\langle F_{ts}z\rangle=kz_0^2+\frac k2\sum_{n\ge1}(1-n^2r^2)A_n^2-\frac k2A_dA\cos\varphi. \tag{17}$$

At resonance the $n=1$ term of the sum vanishes. If the offset and the harmonics are small,

$$\langle F_{ts}z\rangle\simeq-\frac k2A_dA\cos\varphi\qquad(r=1). \tag{18}$$

When the force acts mainly near the lower turning point, $z\simeq-A$ wherever the integrand matters, and (18) reduces to

$$\langle F_{ts}\rangle\simeq\frac k2A_d\cos\varphi. \tag{19}$$

Within this approximation, a net repulsion gives $\varphi<90^\circ$, and a net attraction gives $\varphi>90^\circ$. Very close to $90^\circ$ the sign of the mean force is not reliably given by the phase. The sine of the phase thus carries the energy balance, and the cosine carries the average force. This sign rule belongs to driving at resonance. For $r\ne1$ the term $\frac k2(1-r^2)A^2$ in (17) also moves the phase, and the reference is no longer $90^\circ$.

**Two numerical cases without dissipation.** Equation (5) was solved for periodic motion with $k=40$ N/m, $\omega_0/2\pi=300$ kHz, $Q=400$ and $r=1$. The force was a conservative combination of van der Waals attraction and elastic contact, namely equation (22) of the second half with zero viscosity and otherwise the parameters given there.

With $A_0=20$ nm and intermittent contact, the amplitude was 15.987 nm and the phase $53.07^\circ$. Equation (16) predicts $\sin\varphi=15.987/20=0.799$, which agrees. The energy computed from amplitude and phase was 0.0014 eV, zero on the scale of the hundreds of electronvolts exchanged with the drive.

With $A_0=4$ nm and a lever height at which the tip stays outside contact, the closest distance was 0.318 nm and the force was attractive throughout. The amplitude was 3.201 nm and the phase $126.84^\circ$. The sine is again 0.80, now on the other side of $90^\circ$, and the energy from the phase was 0.0001 eV. The two cases have nearly the same ratio $A/A_0$ and differ in phase by about $74^\circ$, although neither dissipates energy in the sample.

**Where the balance requires a steady state.** If the amplitude is still changing, the total derivative in (6) does not integrate to zero. For a slow change $\Delta A$ per period, the stored energy $\frac12kA^2$ near resonance grows by about $kA\,\Delta A$, and this must be subtracted from the right-hand side of (12). For $k=40$ N/m and $A=16$ nm, a drift of only 1 pm per period corresponds to $6.4\times10^{-19}$ J, or 4 eV. A dissipation value taken at a step edge, where feedback has not yet restored the amplitude, can contain such a contribution.

## 2. Size, worked example and limits of the measurement

**Results carried over.** The lever has stiffness $k$, resonance frequency $\omega_0$ and quality factor $Q$. Its holder moves as $A_d\cos\omega t$, with $r=\omega/\omega_0$. The tip displacement $z$ has fundamental amplitude $A$ and phase lag $\varphi$, harmonics $A_n$, and distance $d=z_c+z$ from the sample. At resonance the free amplitude is $A_0=QA_d$. The energy $E$ lost through the tip-sample force per period is the drive work $\pi kA_dA\sin\varphi$ minus the medium loss $\pi krA^2/Q$, as in (12). The exact one-mode balance (11) also subtracts the harmonic loss $(\pi kr/Q)\sum_{n\ge2}n^2A_n^2$.

**The largest loss that can be sustained.** At resonance, use $\sin\varphi\le1$ in (12), insert $A_d=A_0/Q$, and complete the square:

$$E\le\frac{\pi k}{Q}(A_0A-A^2)=\frac{\pi k}{Q}\left[\frac{A_0^2}{4}-\left(A-\frac{A_0}{2}\right)^2\right]\le\frac{\pi kA_0^2}{4Q}. \tag{20}$$

The harmonic loss only lowers $E$, so the bound survives its inclusion. Formula (12) reaches the last value at $A=A_0/2$ and $\varphi=90^\circ$. The bound expresses the finite power of the drive. A sample process that would take more energy at a given amplitude cannot coexist with steady oscillation at that amplitude.

It is also useful to compare the tip loss with the medium loss. At $r=1$, (14) gives

$$\frac{E}{\pi kA^2/Q}=\frac{A_0}{A}\sin\varphi-1. \tag{21}$$

This ratio is the fractional increase in damping caused by the sample. When it is small, $E$ is a small difference between large numbers, and calibration errors matter.

For steady oscillation, the energy lost through the tip-sample force per period follows from the amplitude and phase of the fundamental when the harmonic loss is small, and at resonance it cannot exceed a bound set by the drive. It remains to test the formula on known model forces and to examine the effects of harmonics, calibration errors, air damping, detection, higher modes and thermal noise.
